# Why Fermi-surface nesting peaks do not locate a charge density wave

A band calculation for a metal suspected of a charge density wave must choose the wave vector $\mathbf q$ of the supercell to relax. One guide is the nesting function $\xi(\mathbf q)$, which at low temperature needs only the Fermi surface and the velocities on it. Others are the static susceptibility $\chi_0(\mathbf q,0)$, which needs the bands away from the Fermi level as well, and the electron-phonon coupling on a mesh of $\mathbf q$. For independent electrons with energies $\varepsilon_{\mathbf k}=\varepsilon_{-\mathbf k}$ measured from the chemical potential, Fermi function $f$, spin factor 2 and sums per unit volume,

$$\chi_0(\mathbf q,\omega)=2\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}-\hbar\omega-i0},\qquad \xi(\mathbf q)=2\sum_{\mathbf k}\left(-f'(\varepsilon_{\mathbf k})\right)\delta(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}).$$

At $T=0$, $-f'$ is a delta function and $\xi$ collects the pairs of Fermi-surface points joined by $\mathbf q$, weighted by the inverse of $|\mathbf v_{\mathbf k}\times\mathbf v_{\mathbf k+\mathbf q}|$: a sum over discrete points in two dimensions, an integral along curves in three. The claim that a peak of $\xi$ marks the ordering vector fails in a model that is nearly nested.

## Counter-example: coupled chains

Take chains a distance $b$ apart, with $\varepsilon=\hbar v(|k_x|-k_F)+w(k_y)$, $w=-2t\cos k_yb-2t'\cos 2k_yb$, and $\mathbf q=(2k_F+\delta q,\,(\pi-\delta)/b)$. With $\mathbf k$ on the left sheet and $x=\hbar v(k_x+k_F)$, the two energies are $\varepsilon_1=-x+w(k_y)$ and $\varepsilon_2=x+\hbar v\,\delta q+w(k_y+q_y)$. Write $\varepsilon_{1,2}=\eta\mp s$. The half-sum $\eta$ does not contain $x$, and $ds=dx$ at fixed $k_y$. Put $\theta=(k_y+q_y/2)b$ and $\eta_0=\hbar v\,\delta q/2$. The sum-to-product rule gives $\cos k_yb+\cos(k_y+q_y)b=2\sin(\delta/2)\cos\theta$ and $\cos 2k_yb+\cos 2(k_y+q_y)b=-2\cos\delta\cos2\theta$, so

$$\eta(\theta)=\eta_0-A\cos\theta+B\cos2\theta,\qquad A=2t\sin\tfrac{\delta}{2},\quad B=2t'\cos\delta .$$

At $\mathbf Q$, defined by $\eta_0=\delta=0$, the large warping $t$ cancels and $t'$ spoils the nesting. The model is closed by keeping transitions with $|s|\le W$. Per unit length of one chain, $2\sum_{\mathbf k}=(N_0/2)\langle\int ds\,\cdot\rangle$, where $\langle\cdot\rangle$ averages over $\theta$ and $N_0=2/\pi\hbar v$ is the density of states of both sheets and spins. Since the kernel is even in $s$ and $\delta(2s)=\tfrac12\delta(s)$,

$$\chi_0(\mathbf q,0)=\tfrac{N_0}{2}L,\quad L=\langle \ell(\eta)\rangle,\quad \ell=\int_0^W\!\frac{ds}{s}\,[f(\eta-s)-f(\eta+s)],\qquad \xi=\tfrac{N_0}{4}X,\quad X=\langle -f'(\eta)\rangle .$$

### Zero temperature

The bracket equals 1 for $s>|\eta|$ and 0 otherwise, so $\ell_0=\ln(W/|\eta|)$ for $|\eta|<W$. The average follows from one identity. For complex $y$ write $y=(\zeta+\zeta^{-1})/2$ with $|\zeta|\ge1$; multiplying out confirms

$$\cos\theta-y=-\tfrac{\zeta}{2}\left(1-e^{i\theta}/\zeta\right)\left(1-e^{-i\theta}/\zeta\right).$$

The series $\ln(1-u)=-\sum_n u^n/n$ has no constant term, so both brackets average to zero under the logarithm (for $|\zeta|=1$ as a limit, the singularity being integrable), and

$$\langle\ln|\cos\theta-y|\rangle=\ln(|\zeta|/2).\tag{1}$$

Here $|\zeta|=1$ if and only if $y$ is real and in $[-1,1]$.

On the line $\delta=0$, $\eta=2t'(\cos2\theta-y)$ with $y=-\eta_0/2t'$, and (1) gives $L_0=\ln(W/t')-\ln|\zeta|$. For $|\eta_0|\le2t'$ this is the constant $\ln(W/t')$; outside, $|\zeta|=|y|+\sqrt{y^2-1}$ and $L_0$ falls. The nesting function is $\langle\delta(\eta)\rangle$. With $\phi=2\theta$ there are two zeros per period, each with $|d\eta/d\phi|=\sqrt{4t'^2-\eta_0^2}$, so

$$X_0=\frac{1}{\pi\sqrt{4t'^2-\eta_0^2}}\quad(|\eta_0|<2t').$$

The nesting function diverges at $\eta_0=\pm2t'$, while the static susceptibility has the same value there as everywhere between.

For general $\delta$, $\cos2\theta=2\cos^2\theta-1$ gives $\eta=2B(\cos\theta-y_+)(\cos\theta-y_-)$ with $y_++y_-=A/2B$. Applying (1) twice,

$$L_0=\ln\frac{2W}{|B|}-\ln|\zeta_+|-\ln|\zeta_-|\le\ln\frac{W}{t'|\cos\delta|},$$

with equality on the plateau where both roots lie in $[-1,1]$. That requires $A\le4B$ for small $\delta\ge0$. The plateau ends at $y_\pm=1$, where $A=4B$ and the product of roots $(\eta_0-B)/2B=1$:

$$\sin\tfrac{\delta^*}{2}=\tfrac{4t'}{t}\cos\delta^*,\qquad \eta_0^*=6t'\cos\delta^*,\qquad L_0^*=\ln\frac{W}{t'\cos\delta^*}.$$

The bound shows that $L_0^*$ is the largest value for $|\delta|\le\delta^*$; beyond $\delta^*$ this rests on a grid scan for the parameters used here. At this corner $\eta=2B(1-\cos\theta)^2\approx B\theta^4/2$, so $-f'$, of height $\propto1/T$, is sampled over $\theta\propto T^{1/4}$ and $X\propto T^{-3/4}$. At $T=0$ the maximum of $\chi_0$ therefore does sit on a divergence of $\xi$, and there $L_0$ exceeds its value at $\mathbf Q$ by $-\ln\cos\delta^*$.

### Finite temperature and scattering

Since $f(\varepsilon)=\int du\,K(u)\,\Theta(u-\varepsilon)$ with $K=-f'$ positive, even and normalized, $L$ and $X$ at temperature $T$ are $L_0$ and $X_0$ convolved with $K$ in $\eta_0$. An average cannot exceed the maximum, so $\max L\le\max L_0$ at any $T$. On $\delta=0$, $L_0'$ is odd and not positive for positive argument, so for $\eta_0>0$

$$\frac{dL}{d\eta_0}=\int_0^\infty\! dv\,L_0'(v)\,[K(\eta_0-v)-K(\eta_0+v)]<0,$$

because $K$ decreases with the modulus of its argument. On this line $L$ peaks at $\eta_0=0$, where $X_0$ is smallest on the plateau.

A closed form follows from $k_BT\sum_n(i\omega_n-\varepsilon)^{-1}=f-\tfrac12$, with $\omega_n=2\pi k_BT(n+\tfrac12)$ in energy units. Partial fractions give $(f_1-f_2)/(\varepsilon_2-\varepsilon_1)=-k_BT\sum_n[(i\omega_n-\varepsilon_1)(i\omega_n-\varepsilon_2)]^{-1}$. A Lorentzian level half-width $\Gamma$, without vertex corrections, replaces $\omega_n$ by $\omega_n+\Gamma\,\mathrm{sgn}\,\omega_n$. For $n\ge0$ the product is $-(s^2+y_n^2)$ with $y_n=\omega_n+\Gamma+i\eta$, and negative $n$ give the complex conjugates. Integrating over $-W<s<W$,

$$\ell=4k_BT\,\mathrm{Re}\sum_{n\ge0}\frac{\arctan(W/y_n)}{y_n}.$$

Use $\arctan(W/y)=\pi/2-\arctan(y/W)$ and stop at $n=M\to\infty$. The first part is $\sum_{n<M}(n+z)^{-1}\to\ln M-\psi(z)$, with $\psi$ the digamma function and $z=\tfrac12+(\Gamma+i\eta)/2\pi k_BT$. The second varies on the scale $W\gg k_BT$ and becomes $-(2/\pi)\int_{\Gamma+i\eta}^{Y}\arctan(y/W)\,dy/y$ with $Y=2\pi k_BTM$. The function $g(r)=\int_0^r\arctan p\,dp/p$ obeys $g(r)-g(1/r)=\tfrac\pi2\ln r$ (both sides vanish at $r=1$ and have derivative $\pi/2r$), and $g(r)\approx r$ for small $r$. The second part is thus $-\ln(Y/W)+2(\Gamma+i\eta)/\pi W$, and to first order in $1/W$

$$\ell=\ln\frac{W}{2\pi k_BT}-\mathrm{Re}\,\psi\!\left(\frac12+\frac{\Gamma+i\eta}{2\pi k_BT}\right)+\frac{2\Gamma}{\pi W}.\tag{2}$$

For $\eta=\Gamma=0$, $\psi(\tfrac12)=-\gamma_E-2\ln2$ gives $\ln(2e^{\gamma_E}W/\pi k_BT)$. For $\eta=0$ and $T\to0$, $\psi(z)\to\ln z$ gives $\ln(W/\Gamma)$ to leading order. Temperature, scattering and misnesting each cut the same logarithm.

### Numbers

Take round parameters $W=1000$ meV, $t=100$ meV, $t'=5$ meV, $\hbar v=2000$ meV Å, so that 1 meV of $\eta_0$ is $0.0010$ Å$^{-1}$ of $\delta q$, and $\Gamma=0$ unless stated. At $k_BT=1$ meV perfect nesting gives $L=\ln(1.1339\times1000)=7.03$. With $\Gamma=5$ meV the Matsubara sum gives $5.2471=5.2439+0.0032$, the split in (2). With $t'=5$ meV the plateau is $\ln(1000/5)=5.298$. The corner lies at $\delta^*=0.3745$, $\eta_0^*=27.9$ meV, with $L_0^*=5.298+0.072=5.370$; the computed exponent of $X$ there is $-0.749$.

At $k_BT=1$ meV the maxima were sought numerically in $|\eta_0|\le60$ meV, $0\le\delta\le0.6$:

| point | $\eta_0$ (meV) | $\delta$ | $L$ | $X$ (meV$^{-1}$) |
|---|---|---|---|---|
| $\mathbf Q$ | 0 | 0 | 5.298 | 0.0324 |
| peak of $X$ on $\delta=0$ | 8.8 | 0 | 5.199 | 0.0582 |
| maximum of $L$ | 5.6 | 0.10 | 5.301 | 0.0429 |
| maximum of $X$ | 17.8 | 0.27 | 5.074 | 0.0915 |

At this temperature the two maxima have separated; the separation in $\mathbf q$ belongs to intermediate temperatures: at $k_BT=2t'$ both maxima lie at $\mathbf Q$, and as $T\to0$ both move toward the corner. The maximum of $L$ lies only $0.003$ above $L(\mathbf Q)$, so its position is weakly fixed. At the maximum of $L$, $X$ is $0.0429/0.0915=0.47$ of its peak. At the peak of $X$, $L$ is $5.074/5.301=0.957$ of its maximum, and of the four points this one has the lowest $L$. At $\mathbf Q$ and at $\eta_0=18$ meV, $\delta=0.25$, a direct sum over $k_x,k_y$ reproduces (2) with $\Gamma=0$ to within the asserted $5\times10^{-4}$ in $L$.

## The correct statement

Assume independent electrons, a harmonic lattice treated in mean field, $2\mathbf q$ not a reciprocal lattice vector, and any screening absorbed in the coupling. Let a distortion $u\cos(\mathbf q\cdot\mathbf r)$ have stiffness $K_{\mathbf q}$ and mass $M$ per unit volume, and give the matrix element $\Delta_{\mathbf k}=\gamma_{\mathbf k\mathbf q}u/2$ between $\mathbf k$ and $\mathbf k+\mathbf q$. Then:

1. $\lim_{\omega\to0}\mathrm{Im}\chi_0/\omega=\pi\hbar\xi$, whereas $\chi_0(\mathbf q,0)=\frac2\pi\int_0^\infty\mathrm{Im}\chi_0\,d\omega/\omega$.
2. A continuous instability occurs at the $\mathbf q$ where $2\sum_{\mathbf k}|\gamma_{\mathbf k\mathbf q}|^2\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}$ first reaches $K_{\mathbf q}$ on cooling; for $\mathbf k$-independent coupling this reads $\gamma_{\mathbf q}^2\chi_0(\mathbf q,0)=K_{\mathbf q}$.
3. $\xi$ sets the half-width $\pi\hbar\gamma_{\mathbf q}^2\xi/2M$ of a weakly damped phonon whose frequency is low enough that $\mathrm{Im}\chi_0(\mathbf q,\Omega)\approx\pi\hbar\Omega\,\xi$ (for the chains, $\hbar\Omega\ll k_BT$ suffices for this), provided also that $\gamma_{\mathbf q}^2|\mathrm{Re}\chi_0(\mathbf q,\Omega)-\chi_0(\mathbf q,0)|\ll M\Omega^2$, a condition whose left side, for the chains at $\hbar\Omega\ll k_BT$, also scales as $\Omega^2$, so that it bounds the coupling and the bare frequency $\sqrt{K/M}$ rather than $\Omega$, and can fail when a mode of high bare frequency is strongly softened.

### Proof of 1

Let $E=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}$. From $\mathrm{Im}(E-\hbar\omega-i0)^{-1}=\pi\delta(E-\hbar\omega)$,

$$\mathrm{Im}\chi_0=2\pi\sum_{\mathbf k}[f(\varepsilon_{\mathbf k})-f(\varepsilon_{\mathbf k}+\hbar\omega)]\,\delta(E-\hbar\omega)\to\pi\hbar\omega\,\xi$$

as $\omega\to0$. At finite $\omega$ the replacement of $\delta(E-\hbar\omega)$ by $\delta(E)$ needs $\hbar\omega$ small against the spread of $E$ among states near the Fermi level; it fails at small $q$ once $\omega$ exceeds $q$ times the Fermi velocity, and in the two-dimensional gas below, at $T=0$ and near $q=2k_F$, it fails already at $\omega\sim\hbar q(k_F-q/2)/m$. For the chains $E=2s$, so $\mathrm{Im}\chi_0=(\pi N_0/4)\langle f(\eta-\hbar\omega/2)-f(\eta+\hbar\omega/2)\rangle$ and $\hbar\omega\ll k_BT$ suffices. Next, $\int d\omega\,\delta(E-\hbar\omega)/\omega=1/E$, so $\frac1\pi\int_{-\infty}^\infty\mathrm{Im}\chi_0\,d\omega/\omega=\chi_0(\mathbf q,0)$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ exchanges the two energies and shows that $\mathrm{Im}\chi_0$ is odd in $\omega$, which folds the integral onto $\omega>0$. This is the Kramers–Kronig relation, and $2\hbar\xi$ is the value of its integrand at one endpoint.

The two-dimensional electron gas at $T=0$ shows how little that endpoint constrains. With $\mathbf q$ along $x$, $E=\hbar^2q(k_x+q/2)/m$, and the delta function fixes $k_x+q/2=\nu\equiv m\omega/\hbar q$ with Jacobian $m/\hbar^2q$. The $k_y$ integrals of $f_{\mathbf k}$ and $f_{\mathbf k+\mathbf q}$ are chords $2R(\nu\mp q/2)$ of the Fermi circle, $R(p)=\sqrt{k_F^2-p^2}$ (zero for $|p|>k_F$). The prefactor $2\pi\cdot2m/(2\pi)^2\hbar^2q$ equals $N_0/q$ with $N_0=m/\pi\hbar^2$, so $\mathrm{Im}\chi_0=(N_0/q)[R(\nu-q/2)-R(\nu+q/2)]$. For small $\nu$ the bracket is $-2\nu R'(q/2)=\nu q/R(q/2)$, which gives $\xi=m^2/[\pi^2\hbar^4qR(q/2)]$, divergent at $q=0$ and $2k_F$. In the integral $d\omega/\omega=d\nu/\nu$; sending $\nu\to-\nu$ in the second chord and setting $\nu-q/2=k_F\cos\theta$, $y=-q/2k_F$,

$$\chi_0=\frac{2N_0k_F}{\pi q}\,\mathrm P\!\!\int_0^\pi\!\frac{\sin^2\theta\,d\theta}{\cos\theta-y}=\frac{2N_0k_F}{q}\left[(1-y^2)\Big\langle\frac{1}{\cos\theta-y}\Big\rangle-y\right],$$

using $\sin^2\theta=1-y^2-(\cos\theta-y)(\cos\theta+y)$. Minus the $y$-derivative of (1) gives the average: zero for $|y|<1$, and $(y^2-1)^{-1/2}$ for $y<-1$. Hence $\chi_0=N_0$ for $q\le2k_F$ and $N_0[1-\sqrt{1-4k_F^2/q^2}]$ beyond. Between $q=1.9$, $1.99$ and $1.999\,k_F$, $\xi$ rises through $0.171$, $0.510$, $1.603$ in units of $(m/\hbar^2k_F)^2$, while the share of the integral from $\omega<\hbar q(k_F-q/2)/m$, where both chords exist, falls through $0.109$, $0.034$, $0.011$ and the total stays $N_0$.

### Proof of 2

The perturbation has no diagonal element, and to second order $\delta\varepsilon_{\mathbf k}=|\Delta_{\mathbf k}|^2/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})+|\Delta_{\mathbf k-\mathbf q}|^2/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q})$. The grand potential $\Phi=-2k_BT\sum\ln(1+e^{-\varepsilon/k_BT})$ has $\partial\Phi/\partial\varepsilon=2f$, so $\delta\Phi=2\sum f_{\mathbf k}\delta\varepsilon_{\mathbf k}$. Shifting $\mathbf k\to\mathbf k+\mathbf q$ in the second term,

$$\delta\Phi=-2\sum_{\mathbf k}|\Delta_{\mathbf k}|^2\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}.$$

A degenerate pair splits by $\pm|\Delta|$ and contributes $2\times\tfrac12\times2f'|\Delta|^2$, which is the limit of the same summand, so at $T>0$ the formula includes it. At fixed particle number the chemical potential shifts at order $\Delta^2$ and the free energy differs at order $\Delta^4$. The elastic energy is $\tfrac12K u^2\langle\cos^2\rangle=Ku^2/4$, and with $\Delta=\gamma u/2$ the total is $\tfrac{u^2}{4}(K-\gamma^2\chi_0)$ for constant $\gamma$. The undistorted state is unstable when the bracket turns negative. Diagonalization of a $20\times20$ lattice gives $-\delta\Phi/\Delta^2=0.4874$ for site modulation and $0.7092$ for bond modulation, in inverse units of the hopping, in agreement with the sums for $|\Delta_{\mathbf k}|=\Delta$ and $2\Delta|\cos(k_x+q_x/2)|$ (unit lattice constant): at the same $\mathbf q$ and bands the matrix element changes the energy gain.

### Proof of 3

The kinetic energy is $M\dot u^2/4$. For an oscillating $u$ the electrons respond with $\chi_0(\mathbf q,\omega)$, so the inverse response of the mode is $K-\gamma^2\chi_0(\mathbf q,\omega)-M\omega^2$. If the change of $\gamma^2\mathrm{Re}\chi_0$ between $\omega=0$ and $\omega\sim\Omega$ is small against $M\Omega^2$, then $M\Omega^2=K-\gamma^2\chi_0(\mathbf q,0)$, and near $\Omega$ the expression is $-2M\Omega(\omega-\Omega)-i\pi\hbar\gamma^2\xi\Omega$, a Lorentzian of the stated half-width. For the chains define $\lambda=\gamma^2N_0/2K$ and $\omega_0^2=K/M$; then $\Omega=\omega_0\sqrt{1-\lambda L}$ and the half-width in energy is $\pi\lambda(\hbar\omega_0)^2X/4$. At $\mathbf Q$ with $k_BT=1$ meV, $\hbar\omega_0=0.2$ meV and $\lambda=0.05$, these give $0.2\sqrt{1-0.05\times5.2983}=0.1715$ meV and $\pi\times0.05\times0.2^2\times0.03243/4=5.09\times10^{-5}$ meV, as found from the computed line shape. For larger $\Omega$ the width involves $\mathrm{Im}\chi_0(\mathbf q,\Omega)$ itself.

## When the coupling decides

For the chains the criterion is $\lambda_{\mathbf q}L(\mathbf q,T)=1$, and at a given $T$ a vector $\mathbf q'$ is softer than $\mathbf Q$, relative to its bare frequency, when $\lambda_{\mathbf q'}/\lambda_{\mathbf Q}>L(\mathbf Q)/L(\mathbf q')$.

With $t'=\Gamma=0$, $L(\mathbf Q)$ grows without limit as $T\to0$, and any $\lambda_{\mathbf Q}>0$ gives an instability unless another vector goes unstable first; when $k_BT_c\ll W$ it occurs at $k_BT_c=(2e^{\gamma_E}/\pi)We^{-1/\lambda}$. For uniform $\lambda_0=0.15$, $We^{-6.6667}=1.2726$ meV and $k_BT_c=1.1339\times1.2726=1.44$ meV (17 K). On $\delta=0$, $L\le\ln(W/t')$ removes the instability once $t'>1.27$ meV. For $t'=5$ meV, $\lambda_0L\le0.15\times5.370=0.81$ at any $T$ and $\mathbf q$, with the maximum taken from the bound and the grid scan above, so the nearly nested system has no continuous instability.

Now let the coupling double near a vector off the plateau,

$$\lambda_{\mathbf q}=\lambda_0\left\{1+\exp\left[-\frac{(\eta_0+30\ \mathrm{meV})^2}{2(10\ \mathrm{meV})^2}-\frac{\delta^2}{2(0.2)^2}\right]\right\}.$$

Maximizing $\lambda_{\mathbf q}L$ with (2) gives the mean-field $k_BT_c=35$ meV (about 400 K) at $\eta_0=-29.5$ meV, $\delta=0$, that is $\delta q=-0.03$ Å$^{-1}$; call this vector $\mathbf q^*$ (it is not the plateau corner). There $\lambda L=0.2998\times3.3357=1.000$, also from the direct $\mathbf k$-sum, while at $\mathbf Q$, $\lambda=0.15(1+e^{-900/200})=0.1517$ and $\lambda L=0.1517\times3.4758=0.53$. The susceptibility favours $\mathbf Q$ by $3.4758/3.3357=1.04$ and the coupling favours $\mathbf q^*$ by $0.2998/0.1517=1.98$. At $\mathbf q^*$, $|\eta|\ge29.47-2\times5=19.47$ meV, so no two Fermi-surface points are joined by $\mathbf q^*$ and $\xi(\mathbf q^*)=0$ at $T=0$. At $T_c$ itself $k_BT$ exceeds $2t'$, and $X$ is $0.0060$ meV$^{-1}$ at $\mathbf q^*$ against $0.0071$ meV$^{-1}$ at $\mathbf Q$.

The coupling in this example was chosen peaked, and the conclusion is conditional on contrast. Between two vectors, $\chi_0$ decides if the ratio of the couplings is smaller than the ratio of the values of $L$; on the plateau $L$ is nearly flat (at $k_BT=1$ meV, $L(\mathbf Q)$ exceeds $L$ at $\eta_0=8.8$ meV, $\delta=0$ by the factor $5.298/5.199=1.02$), so between such points a variation of the coupling by a few per cent decides. Temperature rounds the rim of the plateau: at $k_BT=1$ meV, $L$ is $5.06$ at the edge $\eta_0=\pm10$ meV, $\delta=0$ and $4.54$ at the corner, factors $1.05$ and $1.17$ below $L(\mathbf Q)$. At $T=0$ the slope of $L_0$ is infinite just outside the plateau edge, since $\ln|\zeta|\approx\sqrt{2(|y|-1)}$, so along $\delta=0$ a smooth coupling that rises across the plateau makes $\lambda L$ locally maximal at the edge, where $\xi$ diverges. The vector to relax is the maximum of the coupling-weighted static sum divided by $K_{\mathbf q}$, evaluated at the temperature where that maximum first reaches 1 on cooling. The numerical check below gives the values used, except $L$ at the plateau edge and at the corner for $k_BT=1$ meV and the positions of the maxima of $L$ and $X$ at temperatures other than 1 meV, which follow from evaluating (2) and $X=\langle-f'(\eta)\rangle$ in the same way; it does not include a case where the last condition of statement 3 fails.

## Values computed for the example and the checks

```
lattice 20x20: ty=0.3, ty'=0.05, mu=-0.4, T=0.15, Delta=0.005 (tx), q=2pi(6,9)/20
site modulation: -dOmega/Delta^2=0.48744, Lindhard sum=0.48744 (1/tx)
bond modulation: -dOmega/Delta^2=0.70917, weighted sum=0.70916 (1/tx)
2D gas q=0.50 kF: Re chi/N0 k-sum=1.0000, formula=1.0000; xi k-sum=0.2095, formula=0.2093 (m/hbar^2 kF)^2
2D gas q=1.00 kF: Re chi/N0 k-sum=1.0000, formula=1.0000; xi k-sum=0.1171, formula=0.1170 (m/hbar^2 kF)^2
2D gas q=1.50 kF: Re chi/N0 k-sum=1.0000, formula=1.0000; xi k-sum=0.1024, formula=0.1021 (m/hbar^2 kF)^2
2D gas q=2.50 kF: Re chi/N0 k-sum=0.4003, formula=0.4000
2D gas q=1.000 kF: xi=0.1170, KK integral/N0=1.00000, low branch=0.4105
2D gas q=1.900 kF: xi=0.1708, KK integral/N0=1.00000, low branch=0.1090
2D gas q=1.990 kF: xi=0.5098, KK integral/N0=1.00000, low branch=0.0340
2D gas q=1.999 kF: xi=1.6030, KK integral/N0=1.00000, low branch=0.0107
chains: W=1000 meV, t=100 meV, t'=5 meV, hbar v=2000 meV A
N0=3.1831e-04 1/(meV A); dq per meV of eta0=0.0010 1/A
T=1 meV eta0=0 meV dy=0.00: L k-sum=5.2983, digamma=5.2983
T=1 meV eta0=18 meV dy=0.25: L k-sum=4.9567, digamma=4.9567
same q, hw=0.1 meV: Im L/hw=0.10324, (pi/2)X=0.10326 1/meV
T=0 plateau ln(W/t')=5.2983; X(0,0)=0.03183 1/meV
T=0 corner: dy*=0.3745 rad, eta0*=27.921 meV, L=5.3701, excess=0.0718
T=0 corner: L by quadrature=5.370132, formula=5.370132
corner X scales as T^-0.749; largest T=0 L on plane grids=5.3668
T=1 meV, dy=0, centre: L=5.2983, X=0.03243 1/meV
T=1 meV, dy=0, X peak: eta0=8.82 meV, L=5.1991, X=0.05820 1/meV
T=1 meV max L=5.3011 at eta0=5.61 meV, dy=0.104; X there=0.04294 1/meV
T=1 meV max X=0.09153 1/meV at eta0=17.81 meV, dy=0.266; L there=5.0737
X(at max L)/max X=0.469; L(at max X)/max L=0.9571
2 exp(gamma_E)/pi=1.1339; perfect nesting, T=1 meV: L=7.0334
perfect nesting, T=1 meV, Gamma=5 meV: Matsubara L=5.2471, digamma=5.2439
remainder 2 Gamma/(pi W)=0.0032; ln(W/Gamma)=5.2983
phonon hw0=0.2 meV, lambda=0.05: peak=0.17147 meV, HWHM=5.094e-05, from X=5.094e-05 meV
uniform lambda0=0.15: 1/lambda0=6.6667
t'=0: Tc=1.4430 meV = 16.75 K; critical t' on dy=0: 1.2726 meV
t'=5 meV: largest lambda0 L at any T and q=0.8055
peaked coupling: boost=1.0, centre=-30 meV, widths 10 meV and 0.2 rad
Tc=34.773 meV = 403.5 K
q*: eta0=-29.47 meV, dq=-0.0295 1/A, dy=0.000 rad
at q*, Tc: lambda=0.2998, L=3.3357, lambda L from k-sum=1.0000
at Q, Tc: lambda=0.1517, L=3.4758, lambda L=0.5272
L(Q)/L(q*)=1.0420; lambda(q*)/lambda(Q)=1.9766
min |eta| at q*=19.47 meV; X(q*) at T=1 meV=4.50e-10 1/meV
X(q*)=0.00601, X(Q)=0.00712 1/meV at Tc
```
